# Kinetic energy density of closed shells and the neon core: test program

```python
"""
Result under test (Hartree atomic units):
a closed shell nl with orbitals R(r) Y_lm and 2(2l+1) electrons has
    tau(r) = (2l+1)/(4 pi) * [ (dR/dr)^2 + l(l+1) R^2/r^2 ],
where tau = (1/2) sum |grad psi|^2 over occupied spin orbitals.
Its volume integral is the kinetic energy of the shell.
R is the radial function, u = r R, l the angular momentum, r the radius.
Example: 1s2 2s2 2p6 of the neon atom, restricted Hartree-Fock.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma
from pyscf import gto, scf, lib

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Angular sums from explicit spherical harmonics at a generic direction.
theta, phi = sp.symbols("theta phi", real=True)
direction = {theta: 0.83, phi: 0.47}
angular_sums = {}
for l in range(4):
    square_sum = gradient_sum = 0.0
    for m in range(-l, l + 1):
        Y = sp.Ynm(l, m, theta, phi).expand(func=True)
        value = complex(sp.N(Y.subs(direction)))
        d_theta = complex(sp.N(sp.diff(Y, theta).subs(direction)))
        d_phi = complex(sp.N(sp.diff(Y, phi).subs(direction)))
        square_sum += abs(value)**2
        gradient_sum += abs(d_theta)**2 + abs(d_phi / np.sin(0.83))**2
    angular_sums[l] = (square_sum, gradient_sum)
    assert abs(square_sum - (2*l + 1) / (4*np.pi)) < 1e-10
    assert abs(gradient_sum - l*(l + 1)*(2*l + 1) / (4*np.pi)) < 1e-10

# Neon Hartree-Fock in an uncontracted even-tempered basis.
s_exponents = [0.10 * 2.2**k for k in range(22)]
p_exponents = [0.07 * 2.2**k for k in range(13)]
basis = [[0, [a, 1.0]] for a in s_exponents]
basis += [[1, [a, 1.0]] for a in p_exponents]
mol = gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.conv_tol_grad = 1e-6
mf.max_cycle = 100
energy = mf.kernel()
assert mf.converged

fock = mf.get_fock()
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
offsets = mol.ao_loc_nr()
exponents, first_index = {}, {}
for l in (0, 1):
    shells = [i for i in range(mol.nbas) if mol.bas_angular(i) == l]
    exponents[l] = np.array([mol.bas_exp(i)[0] for i in shells])
    first_index[l] = np.array([offsets[i] for i in shells])

# One magnetic component per l is enough to obtain the radial functions.
orbitals = {}
for l, names in ((0, ("1s", "2s")), (1, ("2p",))):
    index = first_index[l] + (2 if l == 1 else 0)
    block = np.ix_(index, index)
    _, vectors = eigh(fock[block], overlap[block])
    for column, name in enumerate(names):
        c = vectors[:, column]
        kinetic_one = c @ kinetic[block] @ c
        orbitals[name] = (l, c, kinetic_one)


def radial(name, r):
    """Return R and dR/dr of the named shell."""
    l, c, _ = orbitals[name]
    r = np.atleast_1d(np.asarray(r, dtype=float))[:, None]
    a = exponents[l][None, :]
    norm = np.sqrt(2 * (2*a)**(l + 1.5) / gamma(l + 1.5))
    decay = norm * np.exp(-a * r**2)
    R = (r**l * decay) @ c
    dR = ((l * r**(l - 1.0) - 2*a * r**(l + 1.0)) * decay) @ c
    return R, dR


def tau_terms(name, r):
    """Return derivative and centrifugal parts of the shell's tau."""
    l = orbitals[name][0]
    R, dR = radial(name, r)
    factor = (2*l + 1) / (4*np.pi)
    return factor * dR**2, factor * l*(l + 1) * R**2 / np.asarray(r)**2


def tau_total(r):
    return sum(sum(tau_terms(name, r)) for name in orbitals)


# Compare with Cartesian gradients of the SCF orbitals in space.
rng = np.random.default_rng(4)
points = rng.normal(size=(60, 3))
radii = rng.uniform(0.02, 2.5, 60)
points *= (radii / np.linalg.norm(points, axis=1))[:, None]
ao = mol.eval_gto("GTOval_sph_deriv1", points)
occupied = mf.mo_coeff[:, mf.mo_occ > 0]
gradients = ao[1:] @ occupied
tau_direct = np.sum(gradients**2, axis=(0, 2))  # 1/2 times two spins
point_error = np.max(np.abs(tau_total(radii) / tau_direct - 1))
assert point_error < 1e-4  # limited by the SCF residual

# A single p_z pair, on its axis and in its equatorial plane.
r_test = 0.5
ao = mol.eval_gto("GTOval_sph_deriv1",
                  np.array([[0, 0, r_test], [r_test, 0, 0]]))
pz_gradient = ao[1:][:, :, first_index[1] + 2] @ orbitals["2p"][1]
pz_axis, pz_plane = np.sum(pz_gradient**2, axis=0)
R_test, dR_test = radial("2p", r_test)
assert np.isclose(pz_axis, 3/(4*np.pi) * dR_test[0]**2, rtol=1e-8)
assert np.isclose(pz_plane, 3/(4*np.pi) * (R_test[0]/r_test)**2,
                  rtol=1e-8)
shell_third = sum(tau_terms("2p", r_test))[0] / 3

# Radial integrals on a logarithmic grid.
x = np.linspace(np.log(1e-12), np.log(40.0), 6001)
grid = np.exp(x)


def integrate(f):
    return np.sum(f * grid) * (x[1] - x[0])


shell_energy = {}
for name, (l, c, kinetic_one) in orbitals.items():
    R, dR = radial(name, grid)
    assert abs(integrate((grid*R)**2) - 1) < 1e-8
    parts = [integrate(4*np.pi * grid**2 * t)
             for t in tau_terms(name, grid)]
    matrix_value = 2*(2*l + 1) * kinetic_one
    du = R + grid*dR
    u_value = (2*l + 1) * integrate(du**2 + l*(l + 1)*R**2)
    assert abs(sum(parts) - matrix_value) < 1e-6
    assert abs(u_value - matrix_value) < 1e-6
    shell_energy[name] = (*parts, matrix_value, u_value)

T_tau = sum(v[0] + v[1] for v in shell_energy.values())
T_matrix = np.einsum("ij,ji->", mf.make_rdm1(), kinetic)
T_centrifugal = shell_energy["2p"][1]
assert abs(T_tau - T_matrix) < 1e-4  # SCF residual
assert abs(T_tau / (-energy) - 1) < 2e-5  # finite basis

# Limits and the local error of replacing dR/dr by (du/dr)/r.
near_derivative, near_centrifugal = tau_terms("2p", 1e-4)
near_ratio = near_centrifugal[0] / near_derivative[0]
assert abs(near_ratio - 2) < 0.01
r_peak = brentq(lambda r: radial("2p", r)[1][0], 0.05, 1.0)
peak_derivative, peak_centrifugal = tau_terms("2p", r_peak)
assert peak_derivative[0] < 1e-8 * peak_centrifugal[0]
r_wrong = 0.1
R_1s, dR_1s = radial("1s", r_wrong)
tau_1s = sum(tau_terms("1s", r_wrong))[0]
wrong_1s = (R_1s[0] + r_wrong*dR_1s[0])**2 / (4*np.pi*r_wrong**2)
assert abs(wrong_1s / tau_1s - 1) > 0.5

print("Neon, restricted Hartree-Fock, Hartree atomic units")
print(f"basis: {len(s_exponents)} s and {len(p_exponents)} p radial functions")
print(f"s exponents: {min(s_exponents):.2f} to {max(s_exponents):.3e} bohr^-2")
print(f"p exponents: {min(p_exponents):.2f} to {max(p_exponents):.3e} bohr^-2")
print("Angular sums: l, sum |Y|^2, sum |grad_Omega Y|^2 (no unit)")
for l, sums in angular_sums.items():
    print(f"  {l}  {sums[0]:.6f}  {sums[1]:.6f}")
print("tau in hartree/bohr^3; r in bohr")
print("  r     1s         2s         2p deriv   2p centrif total")
for r in (0.1, 0.3, 0.5, 1.0):
    t1 = sum(tau_terms("1s", r))[0]
    t2 = sum(tau_terms("2s", r))[0]
    td, tc = (t[0] for t in tau_terms("2p", r))
    print(f"  {r:.1f} {t1:10.5f} {t2:10.5f} {td:10.5f} {tc:10.5f}"
          f" {tau_total(r)[0]:10.5f}")
print(f"2p at r = {r_test} bohr: R = {R_test[0]:.6f} bohr^-3/2")
print(f"2p at r = {r_test} bohr: dR/dr = {dR_test[0]:.6f} bohr^-5/2")
print(f"p_z pair, on axis: tau = {pz_axis:.6f} hartree/bohr^3")
print(f"p_z pair, in plane: tau = {pz_plane:.6f} hartree/bohr^3")
print(f"one third of 2p shell: tau = {shell_third:.6f} hartree/bohr^3")
print(f"2p centrifugal/derivative at r = 0.0001 bohr: {near_ratio:.4f}")
print(f"maximum of R_2p: r = {r_peak:.5f} bohr")
print(f"2p tau there: {peak_centrifugal[0]:.5f} hartree/bohr^3")
print(f"1s at r = {r_wrong} bohr, correct tau: {tau_1s:.5f} hartree/bohr^3")
print(f"1s there, du/dr used wrongly: {wrong_1s:.5f} hartree/bohr^3")
print("Kinetic energies in hartree")
print("  shell derivative  centrifugal sum         matrix      u form")
for name, values in shell_energy.items():
    d, c, matrix_value, u_value = values
    print(f"  {name} {d:12.6f} {c:11.6f} {d+c:11.6f}"
          f" {matrix_value:11.6f} {u_value:11.6f}")
print(f"total from tau: {T_tau:.6f} hartree = {T_tau*HARTREE_EV:.2f} eV")
print(f"total from density matrix: {T_matrix:.6f} hartree")
print(f"minus total energy: {-energy:.6f} hartree")
print(f"without centrifugal term: {T_tau-T_centrifugal:.6f} hartree")
print(f"centrifugal share of total: {100*T_centrifugal/T_tau:.3f} percent")
print(f"largest relative tau error at 60 points: {point_error:.1e}")
print("tests ok")
```

It prints:

```
Neon, restricted Hartree-Fock, Hartree atomic units
basis: 22 s and 13 p radial functions
s exponents: 0.10 to 1.552e+06 bohr^-2
p exponents: 0.07 to 8.999e+02 bohr^-2
Angular sums: l, sum |Y|^2, sum |grad_Omega Y|^2 (no unit)
  0  0.079577  0.000000
  1  0.238732  0.477465
  2  0.397887  2.387324
  3  0.557042  6.684508
tau in hartree/bohr^3; r in bohr
  r     1s         2s         2p deriv   2p centrif total
  0.1 3865.18033  303.10277   21.81338  143.57149 4333.66796
  0.3   79.42130    8.02497    0.27646   27.75187  115.47460
  0.5    1.86352    0.03813    1.57910    6.62523   10.10598
  1.0    0.00029    0.25016    0.46684    0.33010    1.04738
2p at r = 0.5 bohr: R = -1.862515 bohr^-3/2
2p at r = 0.5 bohr: dR/dr = 2.571870 bohr^-5/2
p_z pair, on axis: tau = 1.579099 hartree/bohr^3
p_z pair, in plane: tau = 3.312615 hartree/bohr^3
one third of 2p shell: tau = 2.734776 hartree/bohr^3
2p centrifugal/derivative at r = 0.0001 bohr: 2.0000
maximum of R_2p: r = 0.25486 bohr
2p tau there: 39.33345 hartree/bohr^3
1s at r = 0.1 bohr, correct tau: 3865.18033 hartree/bohr^3
1s there, du/dr used wrongly: 3.20927 hartree/bohr^3
Kinetic energies in hartree
  shell derivative  centrifugal sum         matrix      u form
  1s    92.537644    0.000000   92.537644   92.537644   92.537644
  2s    10.427530    0.000000   10.427530   10.427530   10.427530
  2p     7.229022   18.352832   25.581854   25.581854   25.581854
total from tau: 128.547028 hartree = 3497.94 eV
total from density matrix: 128.547028 hartree
minus total energy: 128.547079 hartree
without centrifugal term: 110.194196 hartree
centrifugal share of total: 14.277 percent
largest relative tau error at 60 points: 6.3e-09
tests ok
```
